# Self-Crossing String Loops in Conformal Film Growth: verification in Python

```python
# RESULT UNDER TEST
# A film growing with equal normal speed everywhere has, at thickness d, the
# surface bounding all points within distance d of the initial solid.
# Moving each point along its initial normal (the "string") gives the same
# surface plus, in valleys, a self-crossing loop that lies inside the film.
# The viscosity solution contains no part of that loop.
#
# SYMBOLS (lengths in nm)
# A, L, k : amplitude, pitch and wavenumber of h0(x) = -A cos(k x)
# d       : film thickness; gas is above the surface, valley at x = 0
# s       : x-coordinate of the starting point of a string point
# s_cross : string points with |s| < s_cross form the loop
# b       : smoothing length in the regularized speed 1 + b*curvature
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.ndimage import distance_transform_edt, label
from scipy.optimize import brentq

A, L = 100.0, 400.0
growth_per_cycle, cycles = 0.1, 800
d = growth_per_cycle * cycles
k = 2 * np.pi / L


def h0(x):
    return -A * np.cos(k * x)


def slope0(x):
    return A * k * np.sin(k * x)


def curvature0(x):
    return A * k**2 * np.cos(k * x) / (1 + slope0(x)**2)**1.5


def sin_tilt(x):
    return slope0(x) / np.sqrt(1 + slope0(x)**2)


def string(s, thick):
    root = np.sqrt(1 + slope0(s)**2)
    return s - thick * slope0(s) / root, h0(s) + thick / root


disc_angle = np.linspace(-np.pi / 2, np.pi / 2, 4001)


def disc_surface(x, thick):
    """Top of the union of discs of radius thick centred on the start curve."""
    x = np.atleast_1d(x)[:, None]
    return np.max(h0(x + thick * np.sin(disc_angle))
                  + thick * np.cos(disc_angle), axis=1)


foot = np.linspace(-L, L, 16001)
foot_y = h0(foot)


def distance_to_start(px, py):
    """Brute-force distance from points to the initial surface."""
    return np.array([np.sqrt(np.min((foot - x)**2 + (foot_y - y)**2))
                     for x, y in zip(np.atleast_1d(px), np.atleast_1d(py))])


# --- Tangent of the string and the thickness at which it first folds
s_test = np.linspace(-190, 190, 39)
step = 1e-3
xp, yp = string(s_test + step, d)
xm, ym = string(s_test - step, d)
stretch = 1 - d * curvature0(s_test)
assert np.allclose((xp - xm) / (2 * step), stretch, atol=1e-6)
assert np.allclose((yp - ym) / (2 * step), stretch * slope0(s_test), atol=1e-6)
d_fold = 1 / (A * k**2)
s_fine = np.linspace(-L / 2, L / 2, 40001)
assert np.all(np.diff(string(s_fine, 0.99 * d_fold)[0]) > 0)
assert np.any(np.diff(string(s_fine, 1.01 * d_fold)[0]) < 0)

# --- Cusps, self-crossing and corner height
s_cusp = brentq(lambda s: 1 - d * curvature0(s), 0, L / 4)
s_cross = brentq(lambda s: s - d * sin_tilt(s), s_cusp, L / 2)
x_cusp, y_cusp = string(s_cusp, d)
corner_slope = slope0(s_cross)
y_corner = h0(s_cross) + s_cross / corner_slope
y_naive = string(0.0, d)[1]
assert s_cusp < s_cross
assert abs(disc_surface(0.0, d)[0] - y_corner) < 1e-3

# --- Buried string points are exactly those with |s| < s_cross
s_all = np.linspace(-L / 2, L / 2, 401)
distance = distance_to_start(*string(s_all, d))
buried = distance < d - 1e-3
assert np.array_equal(buried, np.abs(s_all) < s_cross)
assert np.max(np.abs(distance[~buried] - d)) < 1e-4
forward_but_buried = buried & (d * curvature0(s_all) < 1)
assert forward_but_buried.sum() > 0
max_burial = d - distance.min()

# --- A single ray stops being surface where it meets its mirror twin
s_ray = 40.0
d_burial = s_ray / sin_tilt(s_ray)
before, after = 0.99 * d_burial, 1.01 * d_burial
assert abs(distance_to_start(*string(s_ray, before))[0] - before) < 1e-4
assert distance_to_start(*string(s_ray, after))[0] < after - 0.1

# --- The trimmed string equals the union-of-discs surface
s_keep = np.linspace(s_cross, L / 2, 20001)
x_keep, y_keep = string(s_keep, d)
x_half = np.linspace(0, L / 2, 401)
surface = disc_surface(x_half, d)
envelope_error = np.max(np.abs(surface - np.interp(x_half, x_keep, y_keep)))
assert envelope_error < 1e-3

# --- Rise rate of the corner
corner_rate = np.sqrt(1 + corner_slope**2)
measured_rate = (disc_surface(0.0, d + 0.5) - disc_surface(0.0, d - 0.5))[0]
assert abs(measured_rate - corner_rate) < 3e-3


# --- Area balance over one period (the mean of h0 is zero)
def film_area(thick):
    return 2 * simpson(disc_surface(x_half, thick), x=x_half)


def signed_area(x, y):
    return np.sum(0.5 * (y[1:] + y[:-1]) * np.diff(x))


arc_start = 2 * quad(lambda x: np.sqrt(1 + slope0(x)**2), 0, L / 2)[0]
xs, ys = string(s_fine, d)
loop_area = signed_area(*string(np.linspace(-s_cross, s_cross, 20001), d))
area = film_area(d)
assert loop_area > 0
assert abs(signed_area(xs, ys) - d * arc_start) < 0.05
assert abs(area + loop_area - d * arc_start) < 0.05
surface_length = 2 * np.sum(np.hypot(np.diff(x_keep), np.diff(y_keep)))
area_rate = film_area(d + 0.5) - film_area(d - 0.5)
assert abs(area_rate - surface_length) < 0.1


# --- Signed number of string passes above a point: gas 0, film 1, loop 2
def cover_count(px, py):
    x1, x2, y1, y2 = xs[:-1], xs[1:], ys[:-1], ys[1:]
    hit = (x1 - px) * (x2 - px) < 0
    y_hit = y1[hit] + (px - x1[hit]) * (y2 - y1)[hit] / (x2 - x1)[hit]
    return int(np.sum(np.sign((x2 - x1)[hit]) * (y_hit > py)))


x_probe = 2.00013
cover_loop = cover_count(x_probe, 0.5 * (y_corner + y_naive))
cover_film = cover_count(x_probe, -60.0)
cover_gas = cover_count(x_probe, 50.0)
assert (cover_gas, cover_film, cover_loop) == (0, 1, 2)


# --- Vanishing smoothing: evolve h with speed 1 + b*curvature
def smoothed_surface(b, dx=0.25):
    x = np.arange(0, L / 2 + dx / 2, dx)
    steps = int(np.ceil(d / (0.4 * dx**2 / b)))
    dt = d / steps
    g = np.empty(x.size + 2)
    g[1:-1] = h0(x)
    for _ in range(steps):
        g[0], g[-1] = g[2], g[-3]          # mirror symmetry at both ends
        p2 = 1 + ((g[2:] - g[:-2]) / (2 * dx))**2
        second = (g[2:] - 2 * g[1:-1] + g[:-2]) / dx**2
        g[1:-1] += dt * (np.sqrt(p2) + b * second / p2)
    return x, g[1:-1].copy()


smoothing = [2.0, 1.0, 0.5]
lifts, gaps = [], []
for b in smoothing:
    x_b, h_b = smoothed_surface(b)
    lifts.append(h_b[0] - y_corner)
    gaps.append(np.max(np.abs(h_b - np.interp(x_b, x_keep, y_keep))))
# The gap is linear in b only to leading order, hence the wide ratio window.
assert all(1.6 < lifts[i] / lifts[i + 1] < 2.4 for i in range(2))
assert gaps[0] > gaps[1] > gaps[2] and gaps[2] < 2.0


# --- Isotropic etching: the gas dilates, so the corner forms at the crest
def etched_surface(x):
    return np.min(h0(x + d * np.sin(disc_angle)) - d * np.cos(disc_angle))


etched_crest, etched_valley = etched_surface(L / 2), etched_surface(0.0)
assert abs(etched_valley - (-A - d)) < 1e-3
assert etched_crest < A - d - 5

# --- A real void: round cavity below a narrow slit, film just past closure
cavity_radius, slit_half, d_void = 60, 30, 32
gy, gx = np.mgrid[-200:101, -100:101]
gas = ((gy > 0) | ((np.abs(gx) <= slit_half) & (gy > -90))
       | (gx**2 + (gy + 90)**2 <= cavity_radius**2))
gas_left = distance_transform_edt(gas) > d_void
regions, n_regions = label(gas_left)
pocket = regions[gy[:, 0] == -90, gx[0] == 0][0]
outside = regions[-1, 0]
void_area = int(np.sum(regions == pocket))
assert n_regions == 2 and pocket > 0 and outside > 0 and pocket != outside


# --- Neglected effects: fraction of open sky seen in two dimensions
def sky_fraction(px, py, slope, hx, hy):
    run = hx[None, :] - px[:, None]
    rise = hy[None, :] - py[:, None]
    safe = np.where(np.abs(run) > 1e-9, run, 1.0)
    right = np.max(np.where(run > 1e-9, rise / safe, -1e9), axis=1)
    left = np.max(np.where(run < -1e-9, -rise / safe, -1e9), axis=1)
    tilt = np.arctan(slope)
    return 0.5 * (np.cos(np.arctan(right) - tilt)
                  + np.cos(np.arctan(left) + tilt))


# Reciprocity check: the mean over a circular groove equals chord / arc
edge = np.linspace(-np.pi / 3, np.pi / 3, 1001)
mid = 0.5 * (edge[1:] + edge[:-1])
groove = sky_fraction(np.sin(mid), -np.cos(mid), np.tan(mid),
                      np.sin(edge), -np.cos(edge))
assert abs(groove.mean() - 2 * np.sin(np.pi / 3) / (2 * np.pi / 3)) < 2e-3


def lowest_sky(thick, s_first):
    s = np.linspace(s_first, L / 2, 401)
    x, y = string(s, thick)
    one_x, one_y = np.r_[-x[::-1], x], np.r_[y[::-1], y]
    hx = np.r_[one_x - L, one_x, one_x + L]
    return sky_fraction(x, y, slope0(s), hx, np.tile(one_y, 3)).min()


sky_start, sky_end = lowest_sky(0.0, 0.0), lowest_sky(d, s_cross)
temperature, p_precursor, p_total = 473.0, 0.1, 1.0       # K, Torr, Torr
pulse, reaction_prob, sites = 0.5, 1e-3, 4.0              # s, -, 1/nm^2
molar_mass, collision_diameter = 72.09, 0.4               # g/mol, nm
kT = const.k * temperature
flux = (p_precursor * const.torr
        / np.sqrt(2 * np.pi * molar_mass * const.atomic_mass * kT)) * 1e-18
unreacted = np.exp(-min(sky_start, sky_end) * reaction_prob
                   * flux * pulse / sites)
thickness_deficit = d * unreacted
free_path = kT / (np.sqrt(2) * np.pi * (collision_diameter * 1e-9)**2
                  * p_total * const.torr) * 1e6
assert free_path * 1e3 > 50 * L
assert thickness_deficit < 0.1 * (y_corner - y_naive)

print(f"amplitude A = {A:.0f} nm, pitch L = {L:.0f} nm")
print(f"growth per cycle = {growth_per_cycle:.1f} nm, cycles = {cycles}")
print(f"film thickness d = {d:.1f} nm")
print(f"thickness at first folding = {d_fold:.2f} nm")
print(f"cusp starting point s = {s_cusp:.2f} nm")
print(f"cusp positions x = +/-{abs(x_cusp):.2f} nm, y = {y_cusp:.2f} nm")
print(f"crossing starting point s_cross = {s_cross:.2f} nm")
print(f"reversed share of deleted s-range = {s_cusp / s_cross:.3f}")
print(f"slope beside corner = {corner_slope:.3f}")
print(f"true corner height = {y_corner:.2f} nm")
print(f"naive string height at x=0, s=0 = {y_naive:.2f} nm")
print(f"height error of naive point = {y_corner - y_naive:.2f} nm")
print(f"distance of naive point s=0 to solid = {distance[200]:.2f} nm")
print(f"largest d minus distance on loop = {max_burial:.2f} nm")
print(f"ray from s = {s_ray:.0f} nm is buried at d = {d_burial:.2f} nm")
print(f"max gap, trimmed string vs discs = {envelope_error:.1e} nm")
print(f"corner rise per nm of film: formula = {corner_rate:.4f}")
print(f"corner rise per nm of film: discs = {measured_rate:.4f}")
print(f"initial arc length per period = {arc_start:.2f} nm")
print(f"signed string area per period = {d * arc_start:.1f} nm^2")
print(f"true film area per period = {area:.1f} nm^2")
print(f"loop area = {loop_area:.1f} nm^2")
print(f"true surface length per period = {surface_length:.2f} nm")
print(f"film area growth per nm of film = {area_rate:.2f} nm")
print(f"cover count gas, film, loop = {cover_gas}, {cover_film}, {cover_loop}")
for b, lift, gap in zip(smoothing, lifts, gaps):
    print(f"b = {b:.1f} nm: corner lift {lift:.2f} nm, max gap {gap:.2f} nm")
print(f"etched crest height: true = {etched_crest:.2f} nm")
print(f"etched crest height: naive = {A - d:.2f} nm")
print(f"cavity radius = {cavity_radius} nm, slit half-width = {slit_half} nm")
print(f"void area at d = {d_void} nm = {void_area} nm^2")
print(f"temperature = {temperature:.0f} K, pulse = {pulse:.1f} s")
print(f"precursor {p_precursor:.1f} Torr, total {p_total:.1f} Torr")
print(f"reaction probability = {reaction_prob:.0e}")
print(f"site density = {sites:.0f} per nm^2")
print(f"precursor molar mass = {molar_mass:.2f} g/mol")
print(f"collision diameter = {collision_diameter:.1f} nm")
print(f"precursor flux = {flux:.3e} per nm^2 per s")
print(f"lowest sky fraction: start {sky_start:.3f}, end {sky_end:.3f}")
print(f"unreacted site fraction, direct flux only = {unreacted:.1e}")
print(f"resulting thickness deficit = {thickness_deficit:.3f} nm")
print(f"mean free path = {free_path:.1f} um")
print("every check passed")
```

Printed output:

```
amplitude A = 100 nm, pitch L = 400 nm
growth per cycle = 0.1 nm, cycles = 800
film thickness d = 80.0 nm
thickness at first folding = 40.53 nm
cusp starting point s = 28.66 nm
cusp positions x = +/-16.48 nm, y = -23.99 nm
crossing starting point s_cross = 63.84 nm
reversed share of deleted s-range = 0.449
slope beside corner = 1.324
true corner height = -5.58 nm
naive string height at x=0, s=0 = -20.00 nm
height error of naive point = 14.42 nm
distance of naive point s=0 to solid = 71.02 nm
largest d minus distance on loop = 24.29 nm
ray from s = 40 nm is buried at d = 58.97 nm
max gap, trimmed string vs discs = 1.8e-05 nm
corner rise per nm of film: formula = 1.6593
corner rise per nm of film: discs = 1.6593
initial arc length per period = 585.48 nm
signed string area per period = 46838.3 nm^2
true film area per period = 46648.8 nm^2
loop area = 189.5 nm^2
true surface length per period = 570.25 nm
film area growth per nm of film = 570.25 nm
cover count gas, film, loop = 0, 1, 2
b = 2.0 nm: corner lift 3.95 nm, max gap 3.95 nm
b = 1.0 nm: corner lift 1.90 nm, max gap 1.90 nm
b = 0.5 nm: corner lift 0.92 nm, max gap 0.92 nm
etched crest height: true = 5.58 nm
etched crest height: naive = 20.00 nm
cavity radius = 60 nm, slit half-width = 30 nm
void area at d = 32 nm = 2603 nm^2
temperature = 473 K, pulse = 0.5 s
precursor 0.1 Torr, total 1.0 Torr
reaction probability = 1e-03
site density = 4 per nm^2
precursor molar mass = 72.09 g/mol
collision diameter = 0.4 nm
precursor flux = 1.902e+05 per nm^2 per s
lowest sky fraction: start 0.545, end 0.332
unreacted site fraction, direct flux only = 3.7e-04
resulting thickness deficit = 0.030 nm
mean free path = 68.9 um
every check passed
```
